\section*{Return probability of a random walker on the simple-cubic lattice}

\section*{Question}

I am trying to show that an unbiased walker on an infinite simple-cubic lattice comes back to its starting site with probability about 0.341. It steps to one of the six nearest neighbours with probability $1/6$ each, independently of its past, and may take as many steps as it likes.

I was told to evaluate the lattice Green's function at the origin,
\[
u=\int\frac{d^3k}{(2\pi)^3}\,\frac{1}{1-\lambda(\mathbf k)},\qquad
\lambda(\mathbf k)=\frac{\cos k_x+\cos k_y+\cos k_z}{3},
\]
with each $k_i$ running from $-\pi$ to $\pi$. Three things confuse me.

\begin{enumerate}
\item A midpoint sum with 100 points per axis gives 1.508, and 200 points give 1.512. These exceed one, so what has $u$ to do with a probability?
\item The sum is still drifting and the integrand blows up at $\mathbf k=0$. How can I get a value I can trust?
\item Adding up first-return probabilities directly, I reach only 0.328 after 500 steps. Is the missing part real?
\end{enumerate}

\section*{Answer}

Your $u$ is the mean number of visits to the origin, counting the start as a visit. The return probability is $F=1-1/u$. I derive this first, then turn the integral into one that can be evaluated with strict error bounds, and then come to your 500 steps. Lengths are in lattice spacings and time is counted in steps, so every number is dimensionless.

\subsection*{From visits to returns}

Let $p_n$ be the probability that the walker is at the origin after $n$ steps, with $p_0=1$, and let $f_n$ be the probability that its first return happens at step $n$. A walker at the origin at step $n\ge1$ made its first return at some step $k\le n$ and then, starting afresh, was back after $n-k$ further steps:
\begin{equation}
p_n=\sum_{k=1}^{n}f_k\,p_{n-k},\qquad n\ge 1.
\label{renewal}
\end{equation}
Define $G(z)=\sum_{n\ge0}p_nz^n$ and $F(z)=\sum_{n\ge1}f_nz^n$ for $0\le z<1$. Multiplying (\ref{renewal}) by $z^n$ and summing over $n\ge1$ gives $G-1$ on the left and the product $FG$ on the right, so
\begin{equation}
G(z)-1=F(z)G(z)\quad\Longrightarrow\quad F(z)=1-\frac1{G(z)} .
\end{equation}
All coefficients are non-negative, so both series increase to their sums as $z\to1$. There $F(1)=\sum f_n=F$ is the probability of ever returning, and $G(1)=\sum p_n=u$ is the expected number of visits. Hence
\begin{equation}
F=1-\frac1u .
\label{main}
\end{equation}
If $u$ is finite, escape has probability $1/u>0$. If $u$ diverges, return is certain.

The same result follows from counting. After each return the walker starts afresh, so exactly $m$ returns have probability $F^m(1-F)$. The mean number of visits is then $\sum_m(m+1)F^m(1-F)=1/(1-F)$, which is $u$. The mean number of returns is $u-1$, which is larger than $F$ because some walkers return repeatedly.

\subsection*{Why $u$ is your integral}

One step multiplies the characteristic function of the position by
\[
\frac16\sum_{\text{neighbours }\mathbf s}e^{i\mathbf k\cdot\mathbf s}
=\frac{2\cos k_x+2\cos k_y+2\cos k_z}{6}=\lambda(\mathbf k).
\]
After $n$ independent steps it is $\lambda^n$. Averaging over the zone picks out the probability of zero displacement, $p_n=\int d^3k\,\lambda^n/(2\pi)^3$. For $z<1$ the geometric series converges uniformly, because $|z\lambda|\le z$, and
\begin{equation}
G(z)=\int\frac{d^3k}{(2\pi)^3}\frac1{1-z\lambda(\mathbf k)} .
\end{equation}

To set $z=1$ we need an integrable bound. For $\lambda<0$ the integrand is at most 1. For $\lambda\ge0$ it is at most $1/(1-\lambda)$. Since $1-\cos k\ge 2k^2/\pi^2$ for $|k|\le\pi$,
\[
\frac1{1-\lambda}\le\frac{3\pi^2}{2|\mathbf k|^2}.
\]
The volume element $4\pi k^2\,dk$ cancels the singularity. The limit may therefore be taken under the integral, and $u$ is finite.

This also explains the drift of your sum. Near the origin the integrand is about $6/k^2$. A grid of spacing $\Delta k=2\pi/n$ misrepresents it in the few cells around $\mathbf k=0$, whose volume is of order $\Delta k^3$ and where the integrand is of order $\Delta k^{-2}$. The error therefore scales as $\Delta k\propto1/n$. Doubling $n$ halves it, and the combination that removes it is
\[
2(1.512214)-1.508041=1.516387 .
\]
This is a good estimate, but it carries no error bound.

\subsection*{Reduction to one dimension}

Use $1/a=\int_0^\infty e^{-at}\,dt$ with $a=3-\cos k_x-\cos k_y-\cos k_z$. Because $1-\lambda=a/3$,
\[
\frac1{1-\lambda}=3\int_0^\infty e^{-t(1-\cos k_x)}e^{-t(1-\cos k_y)}e^{-t(1-\cos k_z)}\,dt .
\]
Everything is positive, so the integrations may be exchanged, and the zone average becomes a product of three equal factors:
\begin{equation}
u=3\int_0^\infty f(t)^3dt,\qquad
f(t)=\frac1\pi\int_0^\pi e^{-t(1-\cos\theta)}d\theta=e^{-t}I_0(t),
\label{one}
\end{equation}
where $I_0$ is the modified Bessel function. The singularity at $\mathbf k=0$ has become a slow decay at large $t$. I cut the integral at $T=40$, integrate numerically below and use an expansion above.

\subsection*{The tail, $t>T$}

Put $v=1-\cos\theta$, so that $d\theta=dv/\sqrt{v(2-v)}$ and
\[
f(t)=\frac1{\pi\sqrt2}\int_0^2 v^{-1/2}\left(1-\frac v2\right)^{-1/2}e^{-tv}\,dv .
\]
Expand
\[
\left(1-\frac v2\right)^{-1/2}=1+\frac v4+\frac{3v^2}{32}+r(v).
\]
All coefficients of $r$ are positive and its series starts at $v^3$, so $0<r(v)\le v^3r(1)$ for $0<v\le1$, with $r(1)=\sqrt2-1-\frac14-\frac3{32}$. The region $v>1$ contributes terms of order $e^{-t}$, which are negligible here for $t\ge40$.

Now use $\int_0^\infty v^{m-1/2}e^{-tv}dv=\Gamma(m+\tfrac12)\,t^{-m-1/2}$. Relative to $m=0$, the gamma functions for $m=1,2,3$ are $\frac12,\frac34,\frac{15}8$. Therefore
\begin{equation}
f(t)=\frac1{\sqrt{2\pi t}}\left[1+\frac1{8t}+\frac9{128t^2}+\rho\right],
\qquad 0<\rho<\frac{0.1321}{t^3},
\end{equation}
where $0.1321=\frac{15}8r(1)$. In the cube, the $t^{-2}$ coefficient is $3\cdot\frac9{128}+3\cdot\frac1{64}=\frac{33}{128}$:
\[
f^3=(2\pi t)^{-3/2}\left[1+\frac3{8t}+\frac{33}{128t^2}+\varepsilon\right].
\]
The upper bound on $t^3\varepsilon$ is a polynomial in $1/t$ with positive coefficients, so for $t\ge40$ it is largest at $t=40$, where it equals 0.4540. Thus $0<\varepsilon<1/(2t^3)$. Integrating term by term,
\begin{equation}
3\int_T^\infty f^3dt\simeq\frac3{(2\pi)^{3/2}}
\left[\frac2{T^{1/2}}+\frac1{4T^{3/2}}+\frac{33}{320T^{5/2}}\right].
\end{equation}
At $T=40$ this is
\[
0.0602354+0.0001882+0.0000019=0.0604255 .
\]
The omitted part is positive and smaller than
\[
\frac3{(2\pi)^{3/2}}\cdot\frac12\int_T^\infty t^{-9/2}dt
=\frac{3}{7(2\pi)^{3/2}T^{7/2}}=6.72\times10^{-8}.
\]

\subsection*{The inner part, $0<t<T$}

Simpson's rule with spacing $h=0.025$ is enough, and its error can be bounded. Write $g=f^3=\langle e^{-tV}\rangle$ with $V=\sum_{i=1}^3(1-\cos\theta_i)$, averaged over three independent angles. Then $g''''=\langle V^4e^{-tV}\rangle$ is positive and decreasing. On each panel of width $2h$ Simpson's rule exceeds the integral by $(h^5/90)\,g''''(\xi)$ for some $\xi$ in the panel. In every panel after the first, $2h\,g''''(\xi)$ is at most the integral of $g''''$ over the preceding panel. Summing,
\[
0<\text{excess}\le\frac{h^4}{180}\left[2h\,g''''(0)+\int_0^Tg''''dt\right]
\le\frac{h^4}{180}\left[2h\langle V^4\rangle+\langle V^3\rangle\right].
\]
The last step uses $\int_0^Tg''''dt=g'''(T)-g'''(0)$ with $g'''(T)<0$ and $g'''(0)=-\langle V^3\rangle$.

For the moments, let $C=\sum\cos\theta_i$. Its odd moments vanish, $\langle C^2\rangle=\frac32$, and $\langle C^4\rangle=3\cdot\frac38+18\cdot\frac14=\frac{45}8$. With $V=3-C$,
\begin{align*}
\langle V^3\rangle&=27+9\cdot\tfrac32=40.5,\\
\langle V^4\rangle&=81+54\cdot\tfrac32+\tfrac{45}8=167.625 .
\end{align*}
Including the factor 3 in (\ref{one}), the excess in $u$ is at most $3.18\times10^{-7}$.

The contributions from $0<t<1$, $1<t<5$ and $5<t<40$ are
\[
1.0606202+0.2807106+0.1146300=1.4559608 .
\]
Doubling the spacing gives 1.4559647, higher by $3.9\times10^{-6}$, as expected for an excess that grows roughly as $h^4$.

\subsection*{The result}

Adding inner part and tail,
\begin{equation}
u=1.4559608+0.0604255=1.5163863 .
\end{equation}
Simpson's rule can only have made this too large and the truncated tail can only have made it too small. Apart from rounding, the true value lies between 1.5163860 and 1.5163864. Since $1-1/u$ increases with $u$,
\begin{equation}
F=1-\frac1{1.5163863}=0.340537,
\end{equation}
with bounds 0.3405373 and 0.3405375. To three decimals this is the 0.341 you wanted. The walker escapes for good with probability 0.659463.

The integral $u$ is known as one of Watson's integrals. Its closed form in gamma functions, which I quote without deriving and have not used above, is
\[
u=\frac{\sqrt6}{32\pi^3}\,
\Gamma\!\left(\tfrac1{24}\right)\Gamma\!\left(\tfrac5{24}\right)
\Gamma\!\left(\tfrac7{24}\right)\Gamma\!\left(\tfrac{11}{24}\right)=1.5163861,
\]
and it falls inside the bounds.

\subsection*{Your missing returns}

Your 0.328 is right for 500 steps, and the missing part is real. A return needs an even number of steps, $2n$, with equal numbers of forward and backward steps along each axis. If these are $a,b,c$ with $a+b+c=n$, the number of closed walks is
\[
\sum_{a+b+c=n}\frac{(2n)!}{(a!\,b!\,c!)^2}
=\binom{2n}n\sum_{a+b+c=n}\left(\frac{n!}{a!\,b!\,c!}\right)^2 .
\]
Set $j=a+b$. The multinomial coefficient is $\binom nj\binom ja$, and $\sum_a\binom ja^2=\binom{2j}j$, so
\begin{equation}
p_{2n}=\frac1{6^{2n}}\binom{2n}n\sum_{j=0}^n\binom nj^2\binom{2j}j .
\end{equation}
This gives $p_2=0.166667$ and $p_4=0.069444$. Equation (\ref{renewal}) then yields $f_2=p_2$ and
\[
f_4=p_4-f_2p_2=0.069444-0.027778\simeq0.04167 .
\]
Continuing, the probability $F_N$ of a return within $N$ steps is

\begin{center}
\begin{tabular}{rl}
$N$ & $F_N$\\
2 & 0.166667\\
10 & 0.252770\\
60 & 0.303698\\
500 & 0.327713\\
2000 & 0.334122
\end{tabular}
\end{center}

Nearly half of all returning walkers do so at step 2, but the rest of the sum converges slowly. At large even $N$, $\lambda^N$ is concentrated near $\mathbf k=0$ and near $(\pi,\pi,\pi)$, where $\lambda=-1$. Each region contributes a Gaussian integral,
\[
p_N\simeq2\int\frac{d^3k}{(2\pi)^3}e^{-Nk^2/6}=2\left(\frac3{2\pi N}\right)^{3/2}.
\]
A walker found at the origin after a very long time has typically made one long excursion. Before it there may have been short returns, on average $u-1\simeq0.52$ of them, and equally many after it. Summing over all possibilities, including no short return, gives a factor $u$ on each side, so $p_N\simeq u^2f_N$. Summing $f_n$ over even $n>N$, which is half the integral over $n$, gives the leading-order estimate
\begin{equation}
F-F_N\simeq\frac1{u^2}\left(\frac3{2\pi}\right)^{3/2}\int_N^\infty\frac{dn}{n^{3/2}}
=\frac{2(1-F)^2}{\sqrt N}\left(\frac3{2\pi}\right)^{3/2}=\frac{0.28696}{\sqrt N}.
\end{equation}
This argument is heuristic, but the computed $\sqrt N(F-F_N)$ at $N=2000$ is 0.2869.

You can also remove the $N^{-1/2}$ term without knowing $u$, because quadrupling $N$ halves it:
\[
2F_{2000}-F_{500}=2(0.334122)-0.327713=0.340531 .
\]
This differs from the Green's-function value by $6\times10^{-6}$, and it comes from counting walks, with no $\mathbf k$ integral. The numerical output below lists these values.

\subsection*{When the answer changes}

\textbf{Dimension.} On the $d$-dimensional hypercubic lattice the same steps give $u=d\int_0^\infty f(t)^d\,dt$, whose integrand decays as $t^{-d/2}$. For $d=1$ and $d=2$ the integral diverges and return is certain. Three is the lowest dimension with a finite chance of escape.

\textbf{Bias.} Suppose the steps along $\pm x$ have probabilities $(1\pm b)/6$ with $0<b\le1$. A closed walk uses them in pairs, and each pair carries the weight $(1-b^2)/36$ instead of $1/36$. Every $p_{2n}$ with $n\ge1$ is therefore reduced, and so are $u$ and $F$. The value 0.341 belongs to the unbiased walk.

\textbf{Finite size.} On a periodic lattice of $M$ sites the integral becomes a sum over allowed $\mathbf k$. The term $\mathbf k=0$ contributes $1/[M(1-z)]$ to $G(z)$, which diverges as $z\to1$, so return is certain. Your midpoint grid avoided this term because it has no point at $\mathbf k=0$.

\textbf{Films.} If this walk is used as a simple model of an atom hopping in a thin film, the faces matter. In a film that is periodic across its thickness and infinite in its plane, the term $k_z=0$ leaves a two-dimensional integral, which diverges. Reflecting faces, where a hop into the face leaves the atom in place, are obtained by folding a periodic film of twice the thickness. Folding adds the occupation of image sites and so cannot remove the divergence. With unlimited time, the return probability in a film with periodic or reflecting faces is therefore 1, not 0.341. The approach to 1 is extremely slow. For a periodic film $L$ spacings thick the term $k_z=0$ adds only about $(3/2\pi L)\ln[1/(1-z)]$ to $G(z)$, and $1/(1-z)$ plays the role of the number of steps. For $L=100$, $F(z)$ is still about 0.37 at $1-z=10^{-12}$. The bulk probabilities $F_N$ apply while the atom has not yet had time to reach a face, which for a film $L$ spacings thick, starting near its middle, means that $N$ is much smaller than about $L^2$. They are close to 0.341 only if $N$ is also large. 
If atoms can leave for good through a face, return is not certain.

\textbf{Other lattices.} If the sites form another Bravais lattice, with the same hops available from every site, $\lambda(\mathbf k)$ must be replaced by the average of $e^{i\mathbf k\cdot\mathbf s}$ over those hops, and $u$ becomes the average of $1/(1-\lambda)$ over that lattice's Brillouin zone. In general $F$ then takes another value. If the hop vectors differ from site to site, as on the diamond network, this formula for $u$ does not apply as it stands. Equation (\ref{main}) holds in either case, as long as the walk starts afresh at each return to its starting site.

\section*{Computed results}
\begin{verbatim}
All numbers are dimensionless
Cut T = 40, Simpson step h = 0.025
f(0) = 1.000000
f(1) = 0.465760
f(5) = 0.183541
f(40) = 0.063278
Part of u from t = 0 to 1: 1.0606202
Part of u from t = 1 to 5: 0.2807106
Part of u from t = 5 to 40: 0.1146300
Inner part, step h: 1.4559608
Inner part, step 2h: 1.4559647
Tail terms: 0.0602354, 0.0001882, 0.0000019
Tail sum: 0.0604255
<V^3> = 40.500, <V^4> = 167.625
Bound on Simpson excess: 3.18e-07
Actual Simpson excess: 2.63e-07
Coefficient bounding rho*t^3: 0.1321
Coefficient bounding omitted cube terms: 0.4540
Bound on omitted tail: 6.72e-08
u (mean visits) = 1.5163863
Bounds on u: 1.5163860 to 1.5163864
Return probability F = 0.340537
Bounds on F: 0.3405373 to 0.3405375
Escape probability 1-F = 0.659463
u from Watson's closed form: 1.5163861
k sum, 100 and 200 points per axis: 1.508041, 1.512214
k sum extrapolated: 1.516387
Steps 2: p = 0.166667, first return = 0.166667
Steps 4: p = 0.069444, first return = 0.041667
Steps 6: p = 0.039866, first return = 0.021348
Return within 2 steps: 0.166667
Return within 10 steps: 0.252770
Return within 60 steps: 0.303698
Return within 500 steps: 0.327713
Return within 2000 steps: 0.334122
Extrapolated from 500 and 2000 steps: 0.340531
sqrt(N)(F-F_N), estimate: 0.28696
sqrt(N)(F-F_N), at N = 2000: 0.28692
\end{verbatim}
